# Urbach Slope from an Exponential Valence-Band Tail in Amorphous Silicon: a program that tests the result

```python
"""Subgap absorption of a disordered semiconductor with a valence-band tail.

Result under test: the joint density J(w) = integral Nv(E) Nc(E+w) dE equals
B*C*sqrt(pi/8)*E0**2*exp((w-EG)/E0 - 1/2) for photon energy w <= EG + E0/2.
Nv: B*sqrt(-E), joined smoothly at E = -E0/2 to an exponential tail of width E0.
Nc: C*sqrt(E-EG), optionally with its own exponential tail of width wc.
Energies in eV from the nominal valence edge; lengths in cm; both spins counted.
Absorption: eps2 = 2 pi^2 ke (R2/rho) J and alpha = w eps2/(n hbar c).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, gamma, gammainc, gammaincc

# Rough, round parameters in the regime of hydrogenated amorphous silicon
EG = 1.7                 # nominal gap, eV
B = C = 1.0e22           # band coefficients, cm^-3 eV^-3/2
R2 = 1.0e-15             # dipole strength per atom, cm^2
RHO = 5.0e22             # atomic density, cm^-3
INDEX = 4.0              # refractive index
WC = 0.025               # conduction tail width, eV
EF = 0.85                # Fermi level, eV
ED, HUBBARD = 0.70, 0.30  # filled defect level and its repulsion, eV
FILMS = {"annealed": (0.050, 1.0e16), "damaged": (0.070, 1.0e18)}
HBARC = const.hbar * const.c / const.e * 100            # eV cm
KE = const.e / (4 * np.pi * const.epsilon_0) * 100      # eV cm
KT = const.k * 300 / const.e                            # eV

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2


def valence_shape(E, width):
    """Valence density divided by B."""
    tail = np.sqrt(width / 2) * np.exp(-(E + width / 2) / width)
    return np.where(E < -width / 2, np.sqrt(np.maximum(-E, 0)), tail)


def conduction_shape(E, width):
    """Conduction density divided by C; width 0 means no tail."""
    if width == 0:
        return np.sqrt(np.maximum(E - EG, 0))
    return valence_shape(EG - E, width)


def joint(w, E0, wc=0.0, top=None, factor=None):
    """Joint density by quadrature of the definition, cm^-6 eV^-1."""
    join_v, join_c = -E0 / 2, EG + wc / 2 - w
    low = join_c if wc == 0 else min(join_v, join_c) - 40 * wc
    high = max(join_v, join_c) + 45 * E0
    if top is not None:
        high = top
    inner = [p for p in (join_v, join_c, EF) if low < p < high]
    points = sorted([low, high] + inner)
    total = 0.0
    for a, b in zip(points[:-1], points[1:]):
        E = a + (b - a) * nodes**2      # removes a square-root endpoint
        f = valence_shape(E, E0) * conduction_shape(E + w, wc)
        if factor is not None:
            f = f * factor(E)
        total += np.sum(weights * 2 * nodes * (b - a) * f)
    return B * C * total


def joint_formula(w, E0):
    return B * C * np.sqrt(np.pi / 8) * E0**2 * np.exp((w - EG) / E0 - 0.5)


def joint_defect(w, E0, density, wc=0.0):
    """Defect to conduction band plus valence band to defect."""
    to_band = C * conduction_shape(ED + w, wc)
    from_band = B * valence_shape(ED + HUBBARD - w, E0)
    return float(density * (to_band + from_band))


def eps2_of(J):
    return 2 * np.pi**2 * KE * R2 / RHO * J


def alpha_of(w, J):
    return w * eps2_of(J) / (INDEX * HBARC)


def local_width(function, w, h=1e-3):
    """Inverse logarithmic slope, eV."""
    return 2 * h / np.log(function(w + h) / function(w - h))


# Closed form against quadrature, up to the end of its range
for E0, _ in FILMS.values():
    for w in (1.1, 1.4, 1.6, EG, EG + E0 / 2):
        assert abs(joint(w, E0) / joint_formula(w, E0) - 1) < 1e-7

E0, ND = FILMS["annealed"]
above_width = local_width(lambda w: joint(w, E0), 1.9)
assert above_width > 1.5 * E0           # exponential ends above the gap

# Explicit count of same-spin pairs of discrete levels in a small volume
volume, w_count = 1.0e-15, 1.5
n_tail = int(round(volume * B * np.sqrt(E0 / 2) * E0 / 2))
quantile = (np.arange(n_tail) + 0.5) / n_tail
tail_levels = np.sort(-E0 / 2 - E0 * np.log(quantile))
n_band = int(volume * C / 3 * 0.5**1.5)
band_levels = EG + ((np.arange(n_band) + 0.5) * 3 / (volume * C))**(2 / 3)
higher = n_tail - np.searchsorted(tail_levels, band_levels - w_count)
pair_count = 2 * int(np.sum(higher))
pair_formula = volume**2 * E0 * joint_formula(w_count, E0) / 2
assert abs(pair_count / pair_formula - 1) < 0.01

# Golden-rule prefactor: quantum oscillator against classical Lorentz response
w0, damping, number = 0.5, 0.01, 0.01   # Hartree atomic units
x = np.linspace(-12, 12, 2401)
dx = x[1] - x[0]
levels, states = eigh_tridiagonal(1 / dx**2 + 0.5 * w0**2 * x**2,
                                  np.full(x.size - 1, -0.5 / dx**2),
                                  select="i", select_range=(0, 1))
x01_squared = np.sum(states[:, 0] * x * states[:, 1])**2
quantum = 4 * np.pi**2 * number * (levels[1] - levels[0]) * x01_squared


def lorentz(w):
    eps = 1 + 4 * np.pi * number / (w0**2 - w**2 - 1j * damping * w)
    return w * eps.imag


classical = (quad(lorentz, 0, 2, points=[w0], limit=200)[0]
             + quad(lorentz, 2, np.inf)[0])
assert abs(quantum / classical - 1) < 1e-3

# Weak-absorption formula against the complex refractive index
e2_edge = eps2_of(joint(EG, E0))
exact_alpha = 2 * EG / HBARC * np.sqrt(INDEX**2 + 1j * e2_edge).imag
assert abs(exact_alpha / alpha_of(EG, joint(EG, E0)) - 1) < 1e-4

# Slopes for the two matrix-element conventions
W = 1.6
width_J = local_width(lambda w: joint(w, E0), W)
width_dipole = local_width(lambda w: alpha_of(w, joint(w, E0)), W)
width_momentum = local_width(lambda w: joint(w, E0) / w, W)
assert abs(width_J / E0 - 1) < 1e-6
assert abs(width_dipole * (1 / E0 + 1 / W) - 1) < 1e-5
assert abs(width_momentum * (1 / E0 - 1 / W) - 1) < 1e-5

# Empty tail states above the Fermi level, tested where the loss is large
kept = joint(1.0, E0, top=EF) / joint(1.0, E0)
assert abs(kept / gammainc(1.5, (1.0 - EG + EF) / E0) - 1) < 1e-7
thermal_loss = 1 - joint(1.5, E0, factor=lambda E: expit((EF - E) / KT)) \
    / joint(1.5, E0)
assert 0 < thermal_loss < 1e-3

# Conduction tail: prefactor changes, and the wider tail sets the slope
laplace = (E0**1.5 * gamma(1.5) * gammaincc(1.5, WC / (2 * E0))
           + np.sqrt(WC / 2) * np.exp(-WC / (2 * E0)) / (1 / WC - 1 / E0))
tail_ratio = laplace / (gamma(1.5) * E0**1.5)
assert abs(joint(1.2, E0, WC) / joint(1.2, E0) / tail_ratio - 1) < 2e-3
deep_width = local_width(lambda w: joint(w, E0, WC), 1.2)
swapped_width = local_width(lambda w: joint(w, 0.025, 0.050), 1.2)
assert abs(deep_width / E0 - 1) < 2e-3
assert abs(swapped_width / 0.050 - 1) < 2e-3
width_ctail = local_width(lambda w: joint(w, E0, WC), W)

# Matrix element squared that falls into the tail as exp(-E/W_M)
W_M = 0.5
width_matrix = local_width(
    lambda w: joint(w, E0, factor=lambda E: np.exp(-E / W_M)), W)
assert abs(width_matrix * (1 / E0 + 1 / W_M) - 1) < 1e-5

width_defect = local_width(
    lambda w: joint(w, E0) + joint_defect(w, E0, ND), W)
gap_shift = 0.4e-3 * 50                 # rough 0.4 meV/K times 50 K, eV
heat_factor = joint(1.5 + gap_shift, E0) / joint(1.5, E0)
index_change = 0.1 * E0                 # rough dln(n)/dE of 0.1 per eV

print(f"Gap {EG:.2f} eV; Fermi level {EF:.2f} eV")
print(f"Band coefficients B = C = {B:.1e} cm^-3 eV^-3/2")
print(f"Dipole strength R2 = {R2:.1e} cm^2; index {INDEX:.1f}")
print(f"Atomic density {RHO:.1e} cm^-3")
print(f"Conduction tail width {1e3*WC:.0f} meV")
print(f"Defect levels {ED:.2f} and {ED+HUBBARD:.2f} eV")
print(f"Pair count / formula at 1.5 eV: {pair_count/pair_formula:.4f}")
print(f"Oscillator strength, quantum/classical: {quantum/classical:.5f}")

fit_energies = np.linspace(1.5, 1.7, 21)
for name, (width, density) in FILMS.items():
    print(f"-- {name} film: E0 = {1e3*width:.0f} meV, "
          f"defects {density:.0e} cm^-3")
    n_join = B * np.sqrt(width / 2)
    print(f"Density at joining energy {n_join:.3e} cm^-3 eV^-1")
    print(f"Tail states {n_join*width:.2e} cm^-3")
    print(f"Exponential holds up to {EG+width/2:.3f} eV")
    for w in (1.5, 1.6, 1.7):
        J = joint(w, width)
        print(f"{w:.1f} eV: J {J:.3e} cm^-6 eV^-1, eps2 {eps2_of(J):.2e}, "
              f"alpha {alpha_of(w, J):.3g} cm^-1")
    a_def = alpha_of(1.5, joint_defect(1.5, width, density))
    print(f"Defect alpha at 1.5 eV: {a_def:.3g} cm^-1")
    crossing = brentq(lambda w: np.log(joint_formula(w, width)
                      / joint_defect(w, width, density)), 1.2, 1.7)
    print(f"Defect and tail absorption equal at {crossing:.3f} eV")
    clean = np.array([alpha_of(w, joint(w, width, WC))
                      for w in fit_energies])
    extra = np.array([alpha_of(w, joint_defect(w, width, density, WC))
                      for w in fit_energies])
    raw_fit = 1 / np.polyfit(fit_energies, np.log(clean + extra), 1)[0]
    clean_fit = 1 / np.polyfit(fit_energies, np.log(clean), 1)[0]
    if name == "damaged":
        assert abs(clean_fit - width) < abs(raw_fit - width)
    print(f"Fitted width 1.5-1.7 eV, with defects: {1e3*raw_fit:.1f} meV")
    print(f"Fitted width, defects removed: {1e3*clean_fit:.1f} meV")

print("-- local widths, annealed film, 1.6 eV, one effect at a time")
print(f"Joint density: {1e3*width_J:.2f} meV")
print(f"alpha, constant dipole: {1e3*width_dipole:.2f} meV")
print(f"alpha, constant momentum: {1e3*width_momentum:.2f} meV")
print(f"J with conduction tail: {1e3*width_ctail:.2f} meV")
print(f"J with defects: {1e3*width_defect:.2f} meV")
print(f"J, matrix element decay {W_M:.1f} eV: {1e3*width_matrix:.2f} meV")
print("-- other limits, annealed film")
print(f"Local width of J at 1.9 eV: {1e3*above_width:.1f} meV")
print(f"Conduction tail, deep J ratio: {tail_ratio:.3f}")
print(f"Deep width with conduction tail, 1.2 eV: {1e3*deep_width:.2f} meV")
print(f"Tails swapped (25, 50 meV), 1.2 eV: {1e3*swapped_width:.2f} meV")
print(f"Kept fraction at 1.0 eV, filled tail only: {kept:.4f}")
print(f"Thermal occupation loss at 1.5 eV, 300 K: {thermal_loss:.1e}")
print(f"Gap shift for 50 K heating: {1e3*gap_shift:.0f} meV")
print(f"J factor from that shift: {heat_factor:.3f}")
print(f"Relative slope change from index: {100*index_change:.2f} %")
print("verified")
```

Printed output:

```
Gap 1.70 eV; Fermi level 0.85 eV
Band coefficients B = C = 1.0e+22 cm^-3 eV^-3/2
Dipole strength R2 = 1.0e-15 cm^2; index 4.0
Atomic density 5.0e+22 cm^-3
Conduction tail width 25 meV
Defect levels 0.70 and 1.00 eV
Pair count / formula at 1.5 eV: 0.9974
Oscillator strength, quantum/classical: 0.99999
-- annealed film: E0 = 50 meV, defects 1e+16 cm^-3
Density at joining energy 1.581e+21 cm^-3 eV^-1
Tail states 7.91e+19 cm^-3
Exponential holds up to 1.725 eV
1.5 eV: J 1.740e+39 cm^-6 eV^-1, eps2 9.89e-05, alpha 1.88 cm^-1
1.6 eV: J 1.286e+40 cm^-6 eV^-1, eps2 7.31e-04, alpha 14.8 cm^-1
1.7 eV: J 9.502e+40 cm^-6 eV^-1, eps2 5.40e-03, alpha 116 cm^-1
Defect alpha at 1.5 eV: 0.153 cm^-1
Defect and tail absorption equal at 1.367 eV
Fitted width 1.5-1.7 eV, with defects: 49.5 meV
Fitted width, defects removed: 49.0 meV
-- damaged film: E0 = 70 meV, defects 1e+18 cm^-3
Density at joining energy 1.871e+21 cm^-3 eV^-1
Tail states 1.31e+20 cm^-3
Exponential holds up to 1.735 eV
1.5 eV: J 1.070e+40 cm^-6 eV^-1, eps2 6.08e-04, alpha 11.6 cm^-1
1.6 eV: J 4.463e+40 cm^-6 eV^-1, eps2 2.54e-03, alpha 51.4 cm^-1
1.7 eV: J 1.862e+41 cm^-6 eV^-1, eps2 1.06e-02, alpha 228 cm^-1
Defect alpha at 1.5 eV: 15.3 cm^-1
Defect and tail absorption equal at 1.521 eV
Fitted width 1.5-1.7 eV, with defects: 86.4 meV
Fitted width, defects removed: 67.2 meV
-- local widths, annealed film, 1.6 eV, one effect at a time
Joint density: 50.00 meV
alpha, constant dipole: 48.48 meV
alpha, constant momentum: 51.61 meV
J with conduction tail: 50.33 meV
J with defects: 50.58 meV
J, matrix element decay 0.5 eV: 45.45 meV
-- other limits, annealed film
Local width of J at 1.9 eV: 112.7 meV
Conduction tail, deep J ratio: 1.358
Deep width with conduction tail, 1.2 eV: 50.00 meV
Tails swapped (25, 50 meV), 1.2 eV: 50.00 meV
Kept fraction at 1.0 eV, filled tail only: 0.8884
Thermal occupation loss at 1.5 eV, 300 K: 1.5e-05
Gap shift for 50 K heating: 20 meV
J factor from that shift: 1.492
Relative slope change from index: 0.50 %
verified
```
